# Sheet resistance and contact resistivity from four transfer-length measurements: a numerical check

```python
# Transfer-length measurement: extraction from four gaps and resistances.
# Result under test: R(d) = 2*Rc + Rsh*d/W, with
#   Rc = (Rsh*LT/W)*coth(L/LT) and rho_c = Rsh*LT**2.
# d: gap (um), W: strip width (um), L: contact length along current (um),
# Rsh: sheet resistance (ohm per square), Rc: one contact (ohm),
# LT: transfer length (um), rho_c: specific contact resistivity (ohm um^2).
# The independent road is a resistor network solved from Kirchhoff's laws.
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def fit_line(d, r):
    dev = d - d.mean()
    slope = np.sum(dev * (r - r.mean())) / np.sum(dev**2)
    return slope, r.mean() - slope * d.mean()


def transfer_length(ell, length):
    """Positive root x of x*coth(length/x) = ell."""
    return brentq(lambda x: x / np.tanh(length / x) - ell,
                  1e-3 * ell, ell, xtol=1e-13, rtol=1e-14)


def extract(d, r, width, length):
    slope, intercept = fit_line(d, r)
    lt = transfer_length(intercept / (2 * slope), length)
    return np.array([slope, intercept, slope * width * lt**2])


def network(d, width, length, r_gap, r_under, rho, n=2000):
    """Total resistance and currents entering the film from one contact."""
    dx = length / n
    g_contact = width * dx / rho
    g_film = width / (r_under * dx)
    g_gap = width / (r_under * dx + r_gap * d)
    links = np.full(2 * n - 1, g_film)
    links[n - 1] = g_gap
    bands = np.zeros((3, 2 * n))
    bands[0, 1:] = -links
    bands[2, :-1] = -links
    bands[1] = g_contact
    bands[1, :-1] += links
    bands[1, 1:] += links
    source = np.zeros(2 * n)
    source[:n] = g_contact          # first metal at 1 V, second at 0 V
    volt = solve_banded((1, 1), bands, source)
    entering = g_contact * (1 - volt[:n])   # last entry is next to the gap
    return 1 / entering.sum(), entering


# Stated data
W, L = 100.0, 4.0
gaps = np.array([5.0, 10.0, 20.0, 40.0])
res = np.array([19.1, 28.8, 48.7, 89.1])
npts = len(gaps)

# Line fit, checked against a general linear least-squares solver
m, b, rho_c = extract(gaps, res, W, L)
design = np.column_stack([gaps, np.ones(npts)])
assert np.allclose([m, b], np.linalg.lstsq(design, res, rcond=None)[0],
                   rtol=1e-10)
Rsh, Rc = m * W, b / 2
ell = Rc * W / Rsh
LT = transfer_length(ell, L)
u = L / LT
rho_long = (Rc * W)**2 / Rsh

# Network with the extracted parameters must reproduce the fitted line
fitted = m * gaps + b
sim = [network(d, W, L, Rsh, Rsh, rho_c) for d in gaps]
sim_res = np.array([item[0] for item in sim])
assert np.allclose(sim_res, fitted, rtol=1e-6)

# Share of current entering through the half nearest the gap
near_half = 1 - np.sinh(u / 2) / np.sinh(u)
currents = sim[0][1]
net_half = currents[len(currents) // 2:].sum() / currents.sum()
assert abs(near_half - net_half) < 1e-5

# Blind recovery of known parameters from network resistances
W0, L0, Rsh0, rho0 = 80.0, 3.0, 350.0, 700.0
blind = np.array([network(d, W0, L0, Rsh0, Rsh0, rho0)[0] for d in gaps])
m0, b0, rho_found = extract(gaps, blind, W0, L0)
assert abs(m0 * W0 / Rsh0 - 1) < 1e-6
assert abs(rho_found / rho0 - 1) < 1e-5
long0 = (b0 * W0 / 2)**2 / (m0 * W0)
u0 = L0 / np.sqrt(rho0 / Rsh0)
assert abs(long0 / rho0 * np.tanh(u0)**2 - 1) < 1e-5
assert long0 > rho0

# Hand iteration for the transfer length and its convergence factor
iterates = [ell]
for _ in range(6):
    iterates.append(ell * np.tanh(L / iterates[-1]))
factor = -2 * u / np.sinh(2 * u)
observed = (iterates[6] - LT) / (iterates[5] - LT)
assert abs(observed - factor) < 1e-3

# Residual scatter; two degrees of freedom remain after the fit
resid = res - fitted
hat_trace = 0.0
for i in range(npts):
    unit = np.eye(npts)[i]
    mi, bi = fit_line(gaps, unit)
    hat_trace += mi * gaps[i] + bi
assert abs(npts - hat_trace - (npts - 2)) < 1e-10
ssr = np.sum(resid**2)
s = np.sqrt(ssr / (npts - 2))

# Standard errors from formulas, checked by finite differences
dbar = gaps.mean()
Sdd = np.sum((gaps - dbar)**2)
SdR = np.sum((gaps - dbar) * (res - res.mean()))
se_m = s / np.sqrt(Sdd)
se_b = s * np.sqrt(1 / npts + dbar**2 / Sdd)
cov_bm = -s**2 * dbar / Sdd
g = 1 / (1 + 2 * u / np.sinh(2 * u))
cb, cm = 2 * g / b, (1 - 2 * g) / m
se_rho = rho_c * np.sqrt((cb * se_b)**2 + (cm * se_m)**2
                         + 2 * cb * cm * cov_bm)
step = 1e-4
jac = np.array([(extract(gaps, res + step * e, W, L)
                 - extract(gaps, res - step * e, W, L)) / (2 * step)
                for e in np.eye(npts)])
se_numeric = s * np.sqrt(np.sum(jac**2, axis=0))
assert np.allclose(se_numeric, [se_m, se_b, se_rho], rtol=1e-5)
assert abs(s**2 * np.sum(jac[:, 0] * jac[:, 1]) / cov_bm - 1) < 1e-5

# Half the sheet resistance under the metal: same data, other resistivity
R_under = Rsh / 2
LT_alt = transfer_length(Rc * W / R_under, L)
rho_alt = R_under * LT_alt**2
alt_res = np.array([network(d, W, L, Rsh, R_under, rho_alt)[0]
                    for d in gaps])
assert np.allclose(alt_res, sim_res, rtol=1e-6)
assert abs(rho_alt / rho_c - 1) > 0.1

# All true gaps wider than stated by a common amount
shift = 0.1
m_s, b_s, rho_s = extract(gaps + shift, res, W, L)
assert abs(m_s - m) < 1e-10 and abs(b_s - (b - m * shift)) < 1e-9

um2_to_cm2 = (1e-4)**2
print(f"strip width W = {W:.0f} um")
print(f"contact length L = {L:.0f} um")
for d, r, f, e in zip(gaps, res, fitted, resid):
    print(f"gap {d:.0f} um: R {r:.1f}, line {f:.3f}, residual {e:+.3f} ohm")
print(f"mean gap = {dbar:.2f} um")
print(f"mean resistance = {res.mean():.3f} ohm")
print(f"S_dd = {Sdd:.2f} um^2")
print(f"S_dR = {SdR:.3f} ohm um")
print(f"slope m = {m:.5f} ohm/um")
print(f"intercept b = {b:.4f} ohm")
print(f"sheet resistance = {Rsh:.2f} ohm per square")
print(f"contact resistance Rc = {Rc:.4f} ohm")
print(f"Rc times W = {Rc * W:.1f} ohm um")
print(f"ell = Rc W/Rsh = {ell:.4f} um")
for k, x in enumerate(iterates):
    print(f"transfer length, iterate {k} = {x:.5f} um")
print(f"transfer length, root = {LT:.5f} um")
print(f"error factor per iteration = {factor:.3f}")
print(f"u = L/LT = {u:.4f}")
print(f"coth u = {1 / np.tanh(u):.4f}")
print(f"rho_c = {rho_c:.1f} ohm um^2")
print(f"rho_c converted = {rho_c * um2_to_cm2:.3e} ohm cm^2")
print(f"long-contact rho_c = {rho_long:.1f} ohm um^2")
print(f"long-contact excess = {100 * (rho_long / rho_c - 1):.1f} percent")
print(f"current share, half nearest gap = {100 * near_half:.1f} percent")
print(f"sum of squared residuals = {ssr:.4f} ohm^2")
print(f"residual scatter s = {s:.3f} ohm")
print(f"standard error of slope = {se_m:.5f} ohm/um")
print(f"standard error of intercept = {se_b:.3f} ohm")
print(f"covariance of b and m = {cov_bm:.6f} ohm^2/um")
print(f"standard error of Rsh = {W * se_m:.2f} ohm per square")
print(f"standard error of Rc = {se_b / 2:.3f} ohm")
print(f"sensitivity factor g = {g:.4f}")
print(f"standard error of rho_c = {se_rho:.1f} ohm um^2")
print(f"relative error of rho_c = {100 * se_rho / rho_c:.1f} percent")
print(f"halved sheet under metal = {R_under:.2f} ohm per square")
print(f"its transfer length = {LT_alt:.4f} um")
print(f"its rho_c = {rho_alt:.1f} ohm um^2")
print(f"common gap increase = {shift:.1f} um")
print(f"intercept with wider gaps = {b_s:.4f} ohm")
print(f"rho_c with wider gaps = {rho_s:.1f} ohm um^2")
print("all assertions hold")
```

Output:

```
strip width W = 100 um
contact length L = 4 um
gap 5 um: R 19.1, line 18.884, residual +0.216 ohm
gap 10 um: R 28.8, line 28.899, residual -0.099 ohm
gap 20 um: R 48.7, line 48.929, residual -0.229 ohm
gap 40 um: R 89.1, line 88.988, residual +0.112 ohm
mean gap = 18.75 um
mean resistance = 46.425 ohm
S_dd = 718.75 um^2
S_dR = 1439.625 ohm um
slope m = 2.00296 ohm/um
intercept b = 8.8696 ohm
sheet resistance = 200.30 ohm per square
contact resistance Rc = 4.4348 ohm
Rc times W = 443.5 ohm um
ell = Rc W/Rsh = 2.2141 um
transfer length, iterate 0 = 2.21412 um
transfer length, iterate 1 = 2.09784 um
transfer length, iterate 2 = 2.11849 um
transfer length, iterate 3 = 2.11495 um
transfer length, iterate 4 = 2.11556 um
transfer length, iterate 5 = 2.11545 um
transfer length, iterate 6 = 2.11547 um
transfer length, root = 2.11547 um
error factor per iteration = -0.172
u = L/LT = 1.8908
coth u = 1.0466
rho_c = 896.4 ohm um^2
rho_c converted = 8.964e-06 ohm cm^2
long-contact rho_c = 981.9 ohm um^2
long-contact excess = 9.5 percent
current share, half nearest gap = 66.2 percent
sum of squared residuals = 0.1212 ohm^2
residual scatter s = 0.246 ohm
standard error of slope = 0.00918 ohm/um
standard error of intercept = 0.212 ohm
covariance of b and m = -0.001581 ohm^2/um
standard error of Rsh = 0.92 ohm per square
standard error of Rc = 0.106 ohm
sensitivity factor g = 0.8529
standard error of rho_c = 38.9 ohm um^2
relative error of rho_c = 4.3 percent
halved sheet under metal = 100.15 ohm per square
its transfer length = 3.5746 um
its rho_c = 1279.7 ohm um^2
common gap increase = 0.1 um
intercept with wider gaps = 8.6693 ohm
rho_c with wider gaps = 862.0 ohm um^2
all assertions hold
```
